# The Coulomb hole of helium and its interaction energy: test program

```python
"""Coulomb hole of helium and the interaction part of its correlation energy.

Result under test: with D(u) the probability density of u = r12 (norm 1),
    Delta(u) = D_correlated(u) - D_HF(u),
    integral Delta(u)/u du = <1/r12>_correlated - <1/r12>_HF = W_c.
Symbols: s = r1+r2, t = r1-r2, u = r12; zeta, alpha are exponents of the
Hylleraas function and of the HF orbital; h(u) = D(u)/(4 pi u^2).
A wave is (scale z, polynomial P):
    Psi = z^3/sqrt(2 pi^2) exp(-z s) P(z s, z t, z u).
Hartree atomic units; nonrelativistic atom with a fixed point nucleus.
"""
from math import comb, factorial, pi, sqrt
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma, gammaincc
from pyscf import ao2mo, gto, scf

Z = 2
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def best_scale(energy):
    """Scan the exponent, then refine the lowest minimum."""
    grid = np.linspace(1.2, 6.0, 97)
    k = int(np.argmin([energy(z) for z in grid]))
    low, high = grid[max(k - 1, 0)], grid[min(k + 1, 96)]
    return minimize_scalar(energy, bounds=(low, high), method="bounded",
                           options={"xatol": 1e-9}).x


# ---------- Hylleraas functions ----------
def moment(l, m, n):
    """Integral of exp(-2s) s^l t^m u^n over 0 < t < u < s."""
    k = l + m + n
    return factorial(k + 2) / ((m + 1) * (m + n + 2) * 2.0 ** (k + 3))


def integrate(f, g, weight):
    return sum(a * b * c * moment(*(i + j + k for i, j, k in zip(p, q, r)))
               for p, a in f.items() for q, b in g.items()
               for r, c in weight.items())


VOLUME = {(2, 0, 1): 1, (0, 2, 1): -1}
CROSS_S = {(1, 0, 2): 1, (1, 2, 0): -1}
CROSS_T = {(2, 1, 0): 1, (0, 1, 2): -1}
NUCLEAR = {(1, 0, 1): -4 * Z}
REPULSION = {(2, 0, 0): 1, (0, 2, 0): -1}


def gradients(power):
    """Derivatives of exp(-s) s^l t^m u^n, exponential factored out."""
    l, m, n = power
    fs = {(l, m, n): -1}
    if l:
        fs[(l - 1, m, n)] = l
    ft = {(l, m - 1, n): m} if m else {}
    fu = {(l, m, n - 1): n} if n else {}
    return fs, ft, fu


def hylleraas(powers):
    size = len(powers)
    S, T, V, W = (np.zeros((size, size)) for _ in range(4))
    for i, p in enumerate(powers):
        fs, ft, fu = gradients(p)
        for j in range(i + 1):
            q = powers[j]
            gs, gt, gu = gradients(q)
            f, g = {p: 1}, {q: 1}
            kinetic = (integrate(fs, gs, VOLUME) + integrate(ft, gt, VOLUME)
                       + integrate(fu, gu, VOLUME)
                       + integrate(fu, gs, CROSS_S) + integrate(gu, fs, CROSS_S)
                       + integrate(fu, gt, CROSS_T) + integrate(gu, ft, CROSS_T))
            S[i, j] = S[j, i] = integrate(f, g, VOLUME)
            T[i, j] = T[j, i] = kinetic
            V[i, j] = V[j, i] = integrate(f, g, NUCLEAR)
            W[i, j] = W[j, i] = integrate(f, g, REPULSION)
    norm = 1 / np.sqrt(np.diag(S))
    S, T, V, W = (M * np.outer(norm, norm) for M in (S, T, V, W))

    def solve(z):
        e, c = eigh(z * z * T + z * (V + W), S, subset_by_index=[0, 0])
        return e[0], c[:, 0]

    z = best_scale(lambda x: solve(x)[0])
    e, c = solve(z)
    parts = dict(E=e, T=z * z * (c @ T @ c), V=z * (c @ V @ c),
                 W=z * (c @ W @ c))
    return (z, dict(zip(powers, c * norm))), parts


def powers_up_to(degree):
    return [(l, m, n) for l in range(degree + 1)
            for m in range(0, degree + 1, 2)
            for n in range(degree + 1) if l + m + n <= degree]


# ---------- Hartree-Fock with orbital exp(-alpha r) * polynomial ----------
def hartree_fock(size):
    def rad(p):
        return factorial(p) / 2.0 ** (p + 1)

    def ordered(a, q):
        """Integral of x^a y^q exp(-2x-2y) over x > y."""
        return sum(factorial(a) / factorial(j) / 2.0 ** (a + 1 - j)
                   * factorial(q + j) / 4.0 ** (q + j + 1)
                   for j in range(a + 1))

    idx = range(size)
    n = np.array([1 / sqrt(rad(2 * k + 2)) for k in idx])
    nn = np.outer(n, n)
    S = nn * [[rad(k + l + 2) for l in idx] for k in idx]
    T = nn * [[0.5 * (k * l * rad(k + l) - (k + l) * rad(k + l + 1)
                      + rad(k + l + 2)) for l in idx] for k in idx]
    V = nn * [[-Z * rad(k + l + 1) for l in idx] for k in idx]
    G = np.zeros((size,) * 4)
    for k in idx:
        for l in idx:
            for i in idx:
                for j in idx:
                    p, q = k + l + 2, i + j + 2
                    G[k, l, i, j] = nn[k, l] * nn[i, j] * (
                        ordered(p - 1, q) + ordered(q - 1, p))

    def solve(z):
        h = z * z * T + z * V
        c = eigh(h, S)[1][:, 0]
        for _ in range(40):
            J = z * np.einsum("klij,i,j->kl", G, c, c)
            c = eigh(h + J, S)[1][:, 0]
        J = z * np.einsum("klij,i,j->kl", G, c, c)
        return 2 * c @ h @ c + c @ J @ c, c, c @ J @ c

    z = best_scale(lambda x: solve(x)[0])
    e, c, w = solve(z)
    parts = dict(E=e, T=2 * z * z * (c @ T @ c), V=2 * z * (c @ V @ c), W=w)
    c = c * n
    c = c * np.sign(c[0])
    poly = {}
    for k in idx:
        for l in idx:
            for i in range(k + 1):
                for j in range(l + 1):
                    if (i + j) % 2 == 0:
                        key = (k + l - i - j, i + j, 0)
                        poly[key] = poly.get(key, 0) + (
                            sqrt(2) / 4 * c[k] * c[l] * comb(k, i)
                            * comb(l, j) * (-1) ** j / 2.0 ** (k + l))
    orbital = np.array([c[k] * z ** (k + 1.5) / sqrt(4 * pi) for k in idx])
    return (z, poly), parts, orbital


# ---------- intracule: closed form and definition ----------
def make_intracule(wave):
    z, poly = wave
    square = {}
    for p, a in poly.items():
        for q, b in poly.items():
            key = tuple(i + j for i, j in zip(p, q))
            square[key] = square.get(key, 0) + a * b
    top = max(key[0] for key in square) + 2

    def D(u):
        x = z * np.asarray(u, dtype=float)
        J = [gammaincc(p + 1, 2 * x) * gamma(p + 1) / 2.0 ** (p + 1)
             for p in range(top + 1)]
        return z * sum(a * x ** (n + 1) * (J[p + 2] * x ** (q + 1) / (q + 1)
                                         - J[p] * x ** (q + 3) / (q + 3))
                       for (p, q, n), a in square.items())
    return D


def amplitude(wave, r1, r2, u):
    z, poly = wave
    s, t, x = z * (r1 + r2), z * (r1 - r2), z * u
    return z ** 3 / sqrt(2 * pi ** 2) * np.exp(-s) * sum(
        a * s ** l * t ** m * x ** n for (l, m, n), a in poly.items())


def intracule_by_definition(psi, u):
    """Integrate |psi|^2 over r at fixed vector u; cos(theta) = 2q^2 - 1."""
    q, wq = gauss(0, 1, 100)
    total = 0.0
    for a, b in ((0, u), (u, u + 14)):
        r, wr = gauss(a, b, 100)
        r, wr = r[:, None], wr[:, None]
        r2 = np.sqrt((r - u) ** 2 + 4 * r * u * q ** 2)
        total += np.sum(wr * wq * 4 * q * r ** 2 * psi(r, r2, u) ** 2)
    return 4 * pi * u ** 2 * 2 * pi * total


def on_top(wave):
    r, w = gauss(0, 14, 200)
    return np.sum(w * 4 * pi * r ** 2 * amplitude(wave, r, r, 0.0) ** 2)


def cusp_ratio(D, h0):
    """h'(0)/h(0) by extrapolated one-sided differences."""
    def slope(u):
        return (D(u) / (4 * pi * u * u) / h0 - 1) / u
    return 2 * slope(0.005) - slope(0.01)


wave_hf, hf, orbital = hartree_fock(7)
wave_hf_small, hf_small, _ = hartree_fock(6)
wave3, hy3 = hylleraas([(0, 0, 0), (0, 0, 1), (0, 2, 0)])
wave13, hy13 = hylleraas(powers_up_to(3))
wave22, hy22 = hylleraas(powers_up_to(4))
D_hf, D3, D22 = map(make_intracule, (wave_hf, wave3, wave22))
D_hf_small, D13 = map(make_intracule, (wave_hf_small, wave13))

# Explicit parameters and intracule of the three-term function
zeta, P3 = wave3
b = zeta * P3[(0, 0, 1)] / P3[(0, 0, 0)]
c = zeta ** 2 * P3[(0, 2, 0)] / P3[(0, 0, 0)]
N = abs(P3[(0, 0, 0)]) * zeta ** 3 / sqrt(2 * pi ** 2)


def three_term_intracule(u):
    g, e = 1 + b * u, np.exp(-2 * zeta * u)
    J0 = e / (2 * zeta)
    J2 = e * (u * u / (2 * zeta) + u / (2 * zeta ** 2) + 1 / (4 * zeta ** 3))
    return 2 * pi ** 2 * N ** 2 * u * (
        J2 * (g * g * u + 2 * g * c * u ** 3 / 3 + c * c * u ** 5 / 5)
        - J0 * (g * g * u ** 3 / 3 + 2 * g * c * u ** 5 / 5
                + c * c * u ** 7 / 7))


def orbital_pair(r1, r2, u):
    def phi(r):
        return np.exp(-wave_hf[0] * r) * sum(
            a * r ** k for k, a in enumerate(orbital))
    return phi(r1) * phi(r2)


def three_term_pair(r1, r2, u):
    return N * np.exp(-zeta * (r1 + r2)) * (1 + b * u + c * (r1 - r2) ** 2)


# Closed forms against quadrature from the definition
for u in (0.3, 1.0, 2.5):
    for formula, psi in ((D_hf, orbital_pair),
                         (three_term_intracule, three_term_pair),
                         (D22, lambda x, y, v: amplitude(wave22, x, y, v))):
        direct = intracule_by_definition(psi, u)
        assert abs(formula(u) / direct - 1) < 1e-6

# Norms and repulsion energies from the intracules
u_all, w_all = gauss(0, 25, 300)
for D, parts in ((D_hf, hf), (D3, hy3), (D22, hy22)):
    assert abs(np.sum(w_all * D(u_all)) - 1) < 1e-8
    assert abs(np.sum(w_all * D(u_all) / u_all) - parts["W"]) < 1e-8

# Virial theorem at the optimized scale; limited by the minimizer
for parts in (hf, hy3, hy22):
    assert abs(2 * parts["T"] + parts["V"] + parts["W"]) < 2e-5

# Independent Gaussian-basis HF and full CI
mol = gto.M(atom="He 0 0 0", basis="cc-pvqz", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
e_hf_gauss = mf.kernel()
w_hf_gauss = mf.energy_elec()[1]
mo = mf.mo_coeff
size = mo.shape[1]
h_mo = mo.T @ mf.get_hcore() @ mo
eri = ao2mo.restore(1, ao2mo.kernel(mol, mo), size)
H = eri.transpose(0, 2, 1, 3).reshape(size ** 2, size ** 2)
H = H + np.kron(h_mo, np.eye(size)) + np.kron(np.eye(size), h_mo)
e_ci, vec = eigh(H, subset_by_index=[0, 0])
e_ci, C = e_ci[0], vec[:, 0].reshape(size, size)
w_ci = e_ci - np.sum(C * (h_mo @ C)) - np.sum(C * (C @ h_mo))
W_c_ci = w_ci - w_hf_gauss

change = {k: hy22[k] - hf[k] for k in "ETVW"}


def hole(u):
    return D22(u) - D_hf(u)


def hole_small(u):
    return D13(u) - D_hf_small(u)


W_c = np.sum(w_all * hole(u_all) / u_all)
W_c3 = np.sum(w_all * (D3(u_all) - D_hf(u_all)) / u_all)
W_c13 = np.sum(w_all * hole_small(u_all) / u_all)
# Gaussian orbitals describe the electron cusp slowly: few-millihartree errors
assert abs(hf["E"] - e_hf_gauss) < 5e-4
assert abs(hf["W"] - w_hf_gauss) < 1e-3
assert hy22["E"] < e_ci and abs(hy22["E"] - e_ci) < 2e-3
assert abs(W_c - W_c_ci) < 5e-3
assert abs(W_c - W_c13) < 1e-3
assert abs(W_c - (2 * change["E"] - change["V"])) < 5e-5

# On-top values and cusp ratios
h0 = [on_top(w) for w in (wave_hf, wave3, wave22)]
cusp = [cusp_ratio(D, h) for D, h in zip((D_hf, D3, D22), h0)]
assert abs(cusp[0]) < 2e-3
assert abs(cusp[1] - 2 * b) < 2e-3
assert abs(cusp[2] - 1) < 0.1


def zeros(f):
    grid = np.arange(0.05, 8.0, 0.02)
    y = f(grid)
    return [brentq(f, grid[i], grid[i + 1])
            for i in range(len(grid) - 1) if y[i] * y[i + 1] < 0]


roots, roots_small = zeros(hole), zeros(hole_small)
u0 = roots[0]
assert abs(u0 - roots_small[0]) < 0.02
assert hole(0.5) < 0 < hole(1.6)
ui, wi = gauss(0, u0, 100)
uo, wo = gauss(u0, 25, 300)
inner, outer = np.sum(wi * hole(ui)), np.sum(wo * hole(uo))
inner_w = np.sum(wi * hole(ui) / ui)
outer_w = np.sum(wo * hole(uo) / uo)
assert abs(inner + outer) < 1e-8
assert inner_w < 0 < outer_w and abs(inner_w) > outer_w

print("HF orbital exponent alpha = %.6f bohr^-1" % wave_hf[0])
print("HF orbital a_0..a_6 (bohr^-(k+3/2)):")
print("  " + " ".join("%.6f" % a for a in orbital))
print("Three-term Hylleraas: zeta = %.6f bohr^-1" % zeta)
print("  b = %.6f bohr^-1, c = %.6f bohr^-2" % (b, c))
print("  N = %.6f bohr^-3" % N)
print("22-term Hylleraas: zeta = %.6f bohr^-1" % wave22[0])
print("Energies in hartree: E, T, V_ne, <1/r12>")
for name, p in (("HF", hf), ("3-term", hy3), ("13-term", hy13),
                ("22-term", hy22)):
    print("  %-8s %.6f %.6f %.6f %.6f" % (name, p["E"], p["T"], p["V"], p["W"]))
print("cc-pVQZ HF: E = %.6f, <1/r12> = %.6f hartree" % (e_hf_gauss, w_hf_gauss))
print("cc-pVQZ full CI: E = %.6f, <1/r12> = %.6f hartree" % (e_ci, w_ci))
print("u (bohr); D_HF, D_3, D_22, Delta_22 (bohr^-1)")
for u in (0.1, 0.25, 0.5, 0.75, 1.0, 1.25, 1.5, 2.0, 3.0, 4.0):
    print("  %.2f %.6f %.6f %.6f %+.6f" % (u, D_hf(u), D3(u), D22(u), hole(u)))
print("Zeros of Delta, 22-term (bohr): " + " ".join("%.4f" % r for r in roots))
print("Zeros of Delta, smaller bases (bohr): "
      + " ".join("%.4f" % r for r in roots_small))
tail = np.arange(2.5, 8.0, 0.01)
for name, f in (("22-term", hole), ("smaller bases", hole_small)):
    y = f(tail)
    k = int(np.argmin(y))
    print("Lowest Delta for 2.5<u<8, %s: %.3e bohr^-1 at %.2f bohr"
          % (name, y[k], tail[k]))
print("Integral of Delta inside first zero = %.6f" % inner)
print("Integral of Delta outside first zero = %.6f" % outer)
print("Integral of Delta/u inside = %.6f hartree" % inner_w)
print("Integral of Delta/u outside = %.6f hartree" % outer_w)
print("On-top h(0), HF, 3-term, 22-term (bohr^-3): %.6f %.6f %.6f" % tuple(h0))
print("Cusp h'(0)/h(0), same order (bohr^-1): %.4f %.4f %.4f" % tuple(cusp))
print("Mean u, same order (bohr): %.5f %.5f %.5f" % tuple(
    np.sum(w_all * u_all * D(u_all)) for D in (D_hf, D3, D22)))
print("W_c, 3-term = %.6f hartree" % W_c3)
print("W_c, smaller bases = %.6f hartree" % W_c13)
print("W_c, cc-pVQZ full CI = %.6f hartree" % W_c_ci)
print("W_c, 22-term = %.6f hartree = %.4f eV" % (W_c, W_c * HARTREE_EV))
print("E_c, 22-term = %.6f hartree = %.4f eV"
      % (change["E"], change["E"] * HARTREE_EV))
print("T_c = %.6f hartree, V_ne,c = %.6f hartree" % (change["T"], change["V"]))
print("Ratio W_c/E_c = %.4f" % (W_c / change["E"]))
print("finished without a failed check")
```

Printed output:

```
HF orbital exponent alpha = 1.754518 bohr^-1
HF orbital a_0..a_6 (bohr^-(k+3/2)):
  1.341587 -0.342455 0.391751 -0.132895 0.032878 -0.004063 0.000214
Three-term Hylleraas: zeta = 1.816068 bohr^-1
  b = 0.291786 bohr^-1, c = 0.130815 bohr^-2
  N = 1.330839 bohr^-3
22-term Hylleraas: zeta = 2.038269 bohr^-1
Energies in hartree: E, T, V_ne, <1/r12>
  HF       -2.861680 2.861680 -6.749128 1.025769
  3-term   -2.902432 2.902432 -6.752038 0.947174
  13-term  -2.903640 2.903640 -6.753303 0.946022
  22-term  -2.903714 2.903714 -6.753267 0.945839
cc-pVQZ HF: E = -2.861514, <1/r12> = 1.025817 hartree
cc-pVQZ full CI: E = -2.902411, <1/r12> = 0.947287 hartree
u (bohr); D_HF, D_3, D_22, Delta_22 (bohr^-1)
  0.10 0.023436 0.015138 0.014395 -0.009042
  0.25 0.131905 0.092882 0.090911 -0.040994
  0.50 0.386472 0.310282 0.310667 -0.075805
  0.75 0.572861 0.512849 0.516628 -0.056232
  1.00 0.629882 0.614266 0.617755 -0.012127
  1.25 0.584820 0.607898 0.608381 +0.023561
  1.50 0.487115 0.529326 0.526925 +0.039810
  2.00 0.274998 0.310963 0.307734 +0.032736
  3.00 0.055563 0.058753 0.059586 +0.004023
  4.00 0.008188 0.007073 0.007702 -0.000486
Zeros of Delta, 22-term (bohr): 1.0726 3.5988
Zeros of Delta, smaller bases (bohr): 1.0731 3.5102
Lowest Delta for 2.5<u<8, 22-term: -5.026e-04 bohr^-1 at 4.12 bohr
Lowest Delta for 2.5<u<8, smaller bases: -6.487e-04 bohr^-1 at 4.04 bohr
Integral of Delta inside first zero = -0.046168
Integral of Delta outside first zero = 0.046168
Integral of Delta/u inside = -0.106086 hartree
Integral of Delta/u outside = 0.026157 hartree
On-top h(0), HF, 3-term, 22-term (bohr^-3): 0.190601 0.116122 0.107162
Cusp h'(0)/h(0), same order (bohr^-1): -0.0000 0.5836 0.9369
Mean u, same order (bohr): 1.36212 1.42058 1.42197
W_c, 3-term = -0.078595 hartree
W_c, smaller bases = -0.079747 hartree
W_c, cc-pVQZ full CI = -0.078530 hartree
W_c, 22-term = -0.079930 hartree = -2.1750 eV
E_c, 22-term = -0.042034 hartree = -1.1438 eV
T_c = 0.042034 hartree, V_ne,c = -0.004139 hartree
Ratio W_c/E_c = 1.9015
finished without a failed check
```
